# Counterpoise-corrected binding of ammonia to singlet silylene, with separate deformation energies

## The result

A counterpoise setting gives each fragment of a complex the basis functions of its partner, without the partner's nuclei and electrons. Such functions are called ghost functions. For an acceptor \(A\) and a donor \(B\), the corrected binding energy is

\[
\begin{aligned}
\Delta E_{CP}={}&\big[E_{AB}^{AB}(c)-E_A^{AB}(c)-E_B^{AB}(c)\big]\\
&+\big[E_A^{A}(c)-E_A^{A}(r)\big]+\big[E_B^{B}(c)-E_B^{B}(r)\big].
\end{aligned}
\tag{1}
\]

The subscript names the species, the superscript the basis, and the argument the geometry: \(c\) is the geometry in the complex and \(r\) that of the relaxed free fragment. A negative value means binding. The first bracket is the interaction energy, and the other two are deformation energies. Ghost functions enter the first bracket only.

For ammonia on singlet silylene, SiH2, frozen-core MP2 in the def2-TZVP basis gives \(\Delta E_{CP}=-1.242\) eV, or \(-120\) kJ/mol. Without the correction it gives \(-1.338\) eV. These are values for this basis: def2-QZVP on all atoms strengthens the corrected interaction by about 0.06 eV. Silylene serves here as a minimal model of an electron-poor silicon atom.

## What a ghost calculation solves

The nuclei are fixed and all species are closed-shell singlets. In atomic units, the one-electron Hamiltonian of fragment \(A\) is

\[
h_A=-\tfrac12\nabla^2-\sum_{K\in A}\frac{Z_K}{|\mathbf r-\mathbf R_K|}.
\tag{2}
\]

The sum runs over the nuclei of \(A\), whichever basis is used. With ghosts, the matrix of \(h_A\) is built over all functions of the complex, but the electron number and the nuclear repulsion remain those of \(A\).

The overlap integrals and the electron repulsion integrals depend on the functions alone. They are therefore the same for \(AB\), for \(A\) with ghost \(B\), and for \(B\) with ghost \(A\), and can be computed once.

A frozen core must follow the electrons, not the functions. Here five orbitals are frozen for silicon (1s, 2s, 2p) and one for nitrogen. The complex thus has six frozen orbitals, silylene with ghost ammonia five, and ammonia with ghost silylene one.

## Deriving the correction

The direct binding energy uses each species in its own basis:

\[
\Delta E_{raw}=E_{AB}^{AB}(c)-E_A^A(r)-E_B^B(r).
\tag{3}
\]

Add and subtract the energies of the deformed fragments, \(E_A^A(c)\) and \(E_B^B(c)\):

\[
\begin{aligned}
\Delta E_{raw}={}&\big[E_{AB}^{AB}(c)-E_A^A(c)-E_B^B(c)\big]\\
&+\sum_{X=A,B}\big[E_X^X(c)-E_X^X(r)\big].
\end{aligned}
\tag{4}
\]

This is an identity. Its deformation terms compare two geometries of one molecule, each with functions on that molecule's own atoms. Its first bracket, however, compares a complex in a large basis with fragments in smaller ones. Part of the apparent attraction comes from each fragment borrowing its partner's functions.

The amount borrowed at the complex geometry is measured by

\[
\delta_X=E_X^X(c)-E_X^{AB}(c),\qquad \delta=\delta_A+\delta_B,
\tag{5}
\]

the basis-set superposition error. Replacing \(E_X^X(c)\) by \(E_X^{AB}(c)=E_X^X(c)-\delta_X\) in the first bracket of (4) raises that bracket by \(\delta_A+\delta_B\), because the fragment energies are subtracted. The result is (1), and

\[
\Delta E_{CP}=\Delta E_{raw}+\delta.
\tag{6}
\]

A positive \(\delta\) weakens the binding.

The deformation terms stay in the fragment's own basis because a free, relaxed fragment has no partner, so there is no defined place for ghosts beside it. Using \(E_X^{AB}(c)-E_X^X(r)\) as a deformation energy would mix a change of geometry with a change of basis. By (5) it equals the true deformation energy minus \(\delta_X\), and would undo the correction.

## What the sign and size tell

In Hartree-Fock theory the energy is a minimum over determinants built from the available functions. The own basis is contained in the ghost basis, so its determinants are also candidates in the larger search. Hence \(E_X^{AB}(c)\le E_X^X(c)\) and \(\delta_X\ge0\), provided both calculations reach the lowest minimum. The MP2 energy is not such a minimum, and this argument does not fix the sign of its \(\delta_X\).

The correction removes an imbalance, not the incompleteness of the basis. Let \(\eta\) be an energy in a finite basis minus the complete-basis energy of the same method and geometry. The error of the corrected interaction energy is

\[
\eta_{AB}^{AB}-\eta_A^{AB}-\eta_B^{AB}.
\tag{7}
\]

Even in Hartree-Fock theory, where each \(\eta\) is non-negative, the sign of this difference is open. A corrected energy is therefore neither an upper nor a lower bound by construction.

Two limits show what the correction does. In a complete basis the ghosts add nothing, \(\delta=0\), and (1) and (3) agree. At large separation the partner's functions no longer reach the fragment, and \(\delta\) vanishes again in any basis of localized functions.

In Hartree-Fock theory, the second limit also gives an upper bound on the remaining interaction. Take the antisymmetrized product of the two free Hartree-Fock determinants as a trial state. Without overlap there is no exchange between the fragments, so its energy is \(E_A+E_B+E_C\), where \(E_C\) is the Coulomb energy between the two unperturbed charge distributions, nuclei included. The optimized energy cannot be higher:

\[
E_{AB}-E_A-E_B\le E_C .
\tag{8}
\]

The difference is mutual polarization, which is second order in the fields. With ammonia moved rigidly 15 Å further out, RHF/6-31G* gives an interaction of \(-274.4\) μeV and \(E_C=-273.7\) μeV. The order agrees with (8).

## Worked example

The geometries are minimized with analytic RHF/6-31G* gradients, using spherical d functions. The complex has a mirror plane, with these coordinates in Å:

| Atom | x | y | z |
|---|---:|---:|---:|
| Si | 0 | 0 | 0 |
| H on Si (two) | 1.0216 | ±1.1164 | 0.0362 |
| N | 0 | 0 | 2.0919 |
| H on N | 0.9284 | 0 | 2.4746 |
| H on N (two) | −0.4824 | ±0.8106 | 2.4375 |

On binding, the Si–H length changes from 1.509 to 1.514 Å and the H–Si–H angle from 93.3° to 95.0°. The mean N–H length changes from 1.003 to 1.004 Å, and the mean H–N–H angle from 107.2° to 108.0°.

Seven energies are needed. In hartree, at frozen-core MP2/def2-TZVP, they are:

| Calculation | Energy |
|---|---:|
| complex | −346.620833 |
| SiH2 with ghost NH3 | −290.128741 |
| NH3 with ghost SiH2 | −56.446370 |
| SiH2, deformed | −290.128022 |
| NH3, deformed | −56.443551 |
| SiH2, relaxed | −290.128188 |
| NH3, relaxed | −56.443482 |

The interaction energy is

\[
-346.620833+290.128741+56.446370=-0.045722 .
\]

The deformation energies are

\[
\begin{aligned}
\text{SiH2: }&-290.128022+290.128188=+0.000166,\\
\text{NH3: }&-56.443551+56.443482=-0.000069 .
\end{aligned}
\]

Their sum with the interaction energy is \(-0.045625\) hartree. With 1 hartree = 27.2114 eV, this is \(-1.242\) eV.

The superposition errors follow from (5):

\[
\begin{aligned}
\delta_{\mathrm{SiH2}}&=-290.128022+290.128741=0.000719,\\
\delta_{\mathrm{NH3}}&=-56.443551+56.446370=0.002819 .
\end{aligned}
\]

They equal 0.020 and 0.077 eV. Ammonia gains more from silylene's functions than silylene gains from ammonia's. In Hartree-Fock theory the two errors are 0.004 and 0.026 eV, so about two thirds of the MP2 total comes from the correlation energy.

The deformation energies, +0.0045 and −0.0019 eV, cancel in part and leave 0.003 eV. The small size fits the small changes of shape. The negative value for ammonia needs a reason, since deforming a molecule from its minimum costs energy. For a small displacement \(q\) from the reference geometry,

\[
E(q)-E(0)\approx gq+\tfrac12kq^2 .
\tag{9}
\]

At a minimum \(g=0\), and the result is positive for \(k>0\). The reference here is an RHF/6-31G* minimum, while the energies are MP2/def2-TZVP. Method and basis both differ, so the slope \(g\) need not vanish. On a straight path from the relaxed to the deformed shape, the linear term is about −0.0034 eV and the quadratic term about +0.0016 eV. About half of the linear term, −0.0016 eV, is already present in Hartree-Fock theory with the larger basis, where a quadratic term of +0.0019 eV just outweighs it. The Hartree-Fock deformation energies in the same larger basis are both positive, 0.0019 and 0.0002 eV. If a deformation energy comes out clearly negative, relax the fragments and the complex at the level used for the energies.

## Judging the basis

The corrected and uncorrected MP2 values, at the same geometries and in eV, are:

| Basis | Uncorrected | \(\delta\) | Corrected |
|---|---:|---:|---:|
| 6-31G* | −1.422 | 0.268 | −1.154 |
| def2-TZVP | −1.338 | 0.096 | −1.242 |

With the larger basis the uncorrected binding weakens by 0.084 eV, while the corrected binding strengthens by 0.088 eV. In the smaller basis the correction removes spurious attraction, but it also exposes an interaction that is too weak relative to the larger basis. A small basis with a counterpoise correction is therefore no substitute for a large one in this system.

The midpoints of the two rows are \(-1.288\) and \(-1.290\) eV. Their agreement may be accidental: the two bases belong to different families, and nothing above proves that the complete-basis value lies between the two columns. The midpoint does not replace a third, larger basis. With def2-QZVP functions on silicon and nitrogen, g functions left out, and def2-TZVP on hydrogen, the corrected interaction energy becomes 0.027 eV more negative; with the full def2-QZVP basis on all atoms it becomes about 0.06 eV more negative. The second decimal of \(-1.242\) eV is therefore not converged.

This suggests the following use of the setting:

1. Fix the fragments, their charges and their spins before the calculation. They must match the separated products whose binding energy is wanted.
2. Run the three calculations in the basis of the complex, all at the complex geometry.
3. Add deformation energies from own-basis calculations.
4. Report both (1) and (3) in at least two bases. A small \(\delta\) shows little imbalance, but by (7) it does not by itself prove convergence.

The division into fragments must make chemical sense. If an N–H bond breaks and the hydrogen moves to silicon, the product contains SiH3 and NH2 groups. Equation (1) with SiH2 and NH3 can still be evaluated, but its ghost calculations then describe a torn ammonia molecule, and a large deformation energy must cancel a large interaction energy. For such a reaction, compare total energies in a large basis.

## Where the electrons move

The lowest empty orbital of deformed silylene is essentially a silicon p orbital along the Si–N axis. Its weight on these p functions, after symmetric orthogonalization of the basis, is 1.00 in RHF/6-31G*. It faces the ammonia lone pair. Use as basis the orbitals of silylene in its own basis together with the functions of ammonia, and delete this one orbital. The corrected Hartree-Fock interaction then weakens from −1.01 to about −0.65 eV. If instead the lowest empty orbital of silylene in the basis of the complex is deleted from that basis, only −0.11 eV remains. The orbital is therefore important, but its share depends on how it is removed, and such a test is not a clean division of the energy.

At the same level, the dipole of the complex exceeds the sum of the deformed fragment dipoles by 3.85 D along the direction from Si to N. With def2-TZVP on silicon and nitrogen and 6-31G on hydrogen, the excess is 3.72 D. A dipole points from negative to positive charge, so electrons have moved towards silicon. This number includes polarization within each fragment as well as transfer between them, and does not by itself give a transferred charge.

## From electronic energy to temperature

A binding energy does not yet say whether the complex survives in a hot gas. Treat both fragments as rigid and let ammonia make three small shifts and three small rotations against silylene. If \(K\) is their stiffness matrix and \(M\) their mass matrix, with overall translation and rotation removed, the frequencies follow from

\[
Kv=\omega^2Mv .
\tag{10}
\]

Second differences of RHF/6-31G* energies give 164, 391, 588, 607, 910 and 929 cm⁻¹. All six are real, so the structure is a minimum for these motions. Half their sum is a zero-point energy of 0.22 eV, which reduces the binding from 1.24 to 1.02 eV. Changes in the fragments' internal vibrations are left out.

Summing the oscillator levels as a geometric series gives the free energy of one mode,

\[
F=-kT\ln\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\omega/kT}
=\tfrac12\hbar\omega+kT\ln\!\left(1-e^{-\hbar\omega/kT}\right).
\tag{11}
\]

For an ideal gas the chemical potential is \(-kT\ln(q/N)\), and \(V/N=kT/p\). Translation and classical rotation therefore contribute

\[
G=-kT\ln\left[\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p}\;
\frac{8\pi^2(2\pi kT)^{3/2}\sqrt{I_1I_2I_3}}{\sigma h^3}\right].
\tag{12}
\]

Here \(m\) is the mass, \(p\) the partial pressure and \(I_i\) the principal moments of inertia. The symmetry number \(\sigma\) is 2 for SiH2, 3 for NH3 and 1 for the complex. The binding free energy is

\[
\Delta G=\Delta E_{CP}+\sum_{j=1}^{6}F_j+G_{AB}-G_A-G_B .
\tag{13}
\]

With every partial pressure at 1 Torr, \(\Delta G\) is \(-0.50\) eV at 300 K and \(+0.84\) eV at 1000 K. It changes sign near 560 K. Two molecules become one, so raising all three pressures by a factor \(s\) changes \(\Delta G\) by \(-kT\ln s\) and favours the complex.

## How far the number can be trusted

Of the neglected electronic effects estimated in this section, correlation beyond MP2 is the largest. In 6-31G*, CCSD(T) makes the uncorrected binding 0.10 eV weaker than MP2 does, and the counterpoise-corrected interaction 0.12 eV weaker. If the corrected shift carries over to def2-TZVP, which has not been tested here, the estimate becomes \(-1.24+0.12=-1.12\) eV. Between 300 and 1000 K, \(\Delta G\) rises on average by \(1.34/700=0.0019\) eV/K, so the same shift would lower the crossing temperature by about 60 K. The basis shift of 0.06 eV from def2-TZVP to def2-QZVP acts in the opposite direction and would raise it by about 30 K.

The error of the Hartree-Fock Si–N distance matters less. A parabola through uncorrected MP2/6-31G* energies at three rigidly shifted distances puts the minimum 0.019 Å closer, with an energy gain of 0.001 eV. With counterpoise-corrected energies the minimum instead lies 0.028 Å further out, with an energy gain of 0.003 eV. In this small basis even the direction of the shift depends on the correction, but the energy change is small either way.

The closed-shell description also needs the singlet to be the lower state of silylene. With the Si–H length held at its singlet value, the lowest of three triplet energies at 105°, 115° and 125° lies 0.57 eV above the relaxed singlet in MP2/6-31G*. This gap is too small: CCSD(T)/def2-TZVP gives 0.87 eV at 115°. The singlet is the lower state in both cases. For a fragment with a much smaller gap, a single closed-shell determinant would become doubtful.

On a real Si(001) surface, ammonia can attach through its lone pair to the electron-poor atom of a buckled dimer, and can then dissociate into NH2 and H. Calculated energies for the molecular state are roughly 1 eV, so silylene is a reasonable guide to the scale. The surface atom has silicon neighbours instead of two hydrogens, and its partner in the dimer can take up charge. The rough value above is too coarse to show how far these differences move the binding; a slab or large-cluster calculation is needed to find the shift.

Low-pressure nitride deposition runs at roughly 1000 K and a pressure of order 1 Torr. If \(\Delta G\) is carried over to independent surface sites, the ratio of occupied to empty sites is \(e^{-\Delta G/kT}=e^{-0.84/0.0862}\), about \(6\times10^{-5}\). Silylene's empty orbital is open on two sides; a fixed site open on one side only would have about half this ratio. At 1000 K each 0.1 eV of binding changes this ratio by a factor of about 3, and a growing nitride film offers other sites than bare silicon, so the number only indicates the scale. For sites that bind about as strongly as silylene, intact ammonia would be a rare, short-lived precursor, and lasting uptake would need dissociation. The binding energy alone does not give the sticking probability, which also depends on energy loss at impact and on the competition between desorption and reaction.
